# Film compound fraction from the collector balance in Berg's sputtering model, part 2

In reactive sputtering, ions eject metal from a target in a reactive gas X$_2$, and a film containing the compound MX$_b$ grows on a collector. We want to know how the film's composition depends on the gas pressure and the gas supply.

Fractions count metal atoms: $\theta_t$ and $\theta_c$ are the compound fractions of the target and collector surfaces, whose areas are $A_t$ and $A_c$. Gas of partial pressure $p$, temperature $T$ and molecular mass $m$ strikes unit area at the rate $F=p/\sqrt{2\pi mkT}$, with $k$ the Boltzmann constant. It sticks only on metal, with coefficients $\alpha_t$ and $\alpha_c$, and would convert fully metallic surfaces at the rates $u=2\alpha_tF/b$ (target) and $G=2\alpha_cF/b$ (collector). The ion flux $J/e$ sputters metallic target at the rate $s_m=(J/e)Y_m$ and compound at $s_c=(J/e)Y_c$, where $Y_m$ and $Y_c$ are yields per ion.

Section 2 assumes that $J$ and the yields do not depend on pressure or coverage, that all sputtered material lands on the collector at random and stays there, and that only the top layer reacts, without implantation or diffusion.

The target balance is $u(1-\theta_t)=s_c\theta_t$. Metal atoms and compound units reach the collector at the rates

$$F_m=\frac{A_t}{A_c}s_m(1-\theta_t),\qquad F_c=\frac{A_t}{A_c}s_c\theta_t .\tag{6}$$

At fixed $F_m$, $F_c$ and $G$, the collector's steady state is stable (section 6). With $D=F_m+F_c+G$, the film's compound fraction $x$ is then

$$x=\frac{F_c+G(1-\theta_c)}{F_m+F_c},\tag{10}$$

$$x=\frac{F_c+G}{D}=\theta_c .\tag{11}$$

The worked example has molecular mass 28 u, $T=300$ K, $p=2.0$ mPa, $b=1$, $J=100$ A/m², $Y_m=1.5$, $Y_c=0.3$, $\alpha_t=\alpha_c=1$, $A_t=0.01$ m² and $A_c=0.1$ m². In m$^{-2}$ s$^{-1}$, $s_m=9.362\times10^{20}$, $s_c=1.872\times10^{20}$ and $F_m+F_c=6.513\times10^{19}$. The result, $\theta_t=0.3805$ and $\theta_c=0.678$, was also tested by a random simulation of single particles under the same assumptions.

### 10. The film fraction as a function of pressure

The arrivals $F_m$ and $F_c$ themselves depend on pressure through the target. To make the whole dependence visible, use the ratio of bound to free metal atoms. Since $1-\theta_c=F_m/(F_m+F_c+G)$,

$$\frac{\theta_c}{1-\theta_c}=\frac{F_c}{F_m}+\frac{G}{F_m}.\tag{12}$$

In the first term the area ratio cancels, and the target balance gives $\theta_t/(1-\theta_t)=u/s_c$:

$$\frac{F_c}{F_m}=\frac{s_c}{s_m}\,\frac{\theta_t}{1-\theta_t}=\frac{s_c}{s_m}\,\frac{u}{s_c}=\frac{u}{s_m}.$$

For the second term, use $G=(\alpha_c/\alpha_t)u$ and $1-\theta_t=s_c/(u+s_c)$:

$$\frac{G}{F_m}=\frac{\alpha_c}{\alpha_t}\,u\,\frac{A_c}{A_t}\,\frac{u+s_c}{s_ms_c}=g\,\frac{u}{s_m}\left(1+\frac{u}{s_c}\right),\qquad g=\frac{\alpha_cA_c}{\alpha_tA_t}.\tag{13}$$

The number $g$ compares the gas-catching power of a fully metallic collector with that of a fully metallic target. Adding the two terms,

$$\frac{\theta_c}{1-\theta_c}=\frac{u}{s_m}\left[1+g\left(1+\frac{u}{s_c}\right)\right].\tag{14}$$

For the worked example, $u/s_m=0.1228$, $u/s_c=0.614$ and $g=10$. The right side is $0.1228\times17.14=2.105$, so $\theta_c=2.105/3.105=0.678$, as before.

Since $u$ is proportional to $p$ and every coefficient in (14) is positive or zero, the right side rises with pressure, and so does $\theta_c$. Within this model, a given partial pressure therefore belongs to one film composition. The values for the worked example are:

| $p$ (mPa) | $\theta_t$ | $\theta_c$ |
|---:|---:|---:|
| 0.5 | 0.133 | 0.278 |
| 1.0 | 0.235 | 0.464 |
| 2.0 | 0.380 | 0.678 |
| 4.0 | 0.551 | 0.851 |
| 8.0 | 0.711 | 0.946 |

At low pressure, where $u\ll s_c$ and $(1+g)u\ll s_m$, equation (14) reduces to $\theta_c\approx(1+g)u/s_m$. Both surfaces are then nearly metallic. The gas converts $A_tu+A_cG=A_tu(1+g)$ sites per unit time, and these are shared among $A_ts_m$ sputtered metal atoms.

At high pressure, with $g>0$, the term in $u^2$ dominates, and the metallic remainders are

$$1-\theta_c\approx\frac{s_ms_c}{g\,u^2},\qquad 1-\theta_t\approx\frac{s_c}{u}.\tag{15}$$

The metallic part of the film falls as $1/p^2$, that of the target as $1/p$. One power of $p$ in the film comes from the shrinking metal emission of the target, the other from the faster conversion at the collector.

### 11. When the film holds less compound than the target surface

In the table the film is richer in compound than the target surface. This is not a general rule. Divide (14) by $\theta_t/(1-\theta_t)=u/s_c$:

$$\frac{\theta_c/(1-\theta_c)}{\theta_t/(1-\theta_t)}=\frac{s_c}{s_m}\left[1+g\left(1+\frac{u}{s_c}\right)\right].$$

The film is richer when this ratio exceeds 1. Multiplying by $s_m/s_c=Y_m/Y_c$ and subtracting 1 gives the condition

$$g\left(1+\frac{u}{s_c}\right)>\frac{Y_m}{Y_c}-1 .\tag{16}$$

The right side expresses a handicap. If metal is sputtered more readily than compound, the material leaving the target contains less compound than the target surface does. Gas uptake at the collector, on the left, must make up for this.

In the worked example the left side is 16.1 and the right side is 4, so the film is richer. Now let the collector be 0.02 m² with a sticking coefficient of 0.5, and leave everything else unchanged. Then $g=0.5\times0.02/0.01=1$, and the left side falls to 1.61. The target fraction stays at 0.380, because the target balance does not contain the collector, but the film fraction drops to 0.243. The random simulation, repeated for this case, also gave 0.243.

With this small collector, the two fractions become equal when $1+u/s_c=4$, that is, at $u=3s_c$. Since $u/s_c=0.614$ at 2.0 mPa, equality is reached near $2.0\times3/0.614=9.8$ mPa.

### 12. Where the gas goes

Suppose now that the gas supply is set, not the partial pressure. To connect the two, count molecules. The target takes up $A_t\alpha_tF(1-\theta_t)$ per unit time and the collector $A_c\alpha_cF(1-\theta_c)$. By the definitions of $u$ and $G$, $\alpha_tF=bu/2$ and $\alpha_cF=bG/2$, so the total uptake is

$$U=\frac b2\left[A_tu(1-\theta_t)+A_cG(1-\theta_c)\right].$$

The target balance turns the first term into $A_ts_c\theta_t$, which equals $A_cF_c$. Hence

$$U=\frac b2A_c\left[F_c+G(1-\theta_c)\right]=\frac b2A_c(F_m+F_c)\,\theta_c ,\tag{17}$$

where the last step uses the film composition (10) and (11). Every molecule consumed at either surface ends up in the growing film. Gas captured by the target is only passed on, as sputtered compound.

A pump of volumetric speed $S$ removes $pS/(kT)$ molecules per unit time. The steady supply $Q$, in molecules per unit time, must therefore be

$$Q(p)=U(p)+\frac{pS}{kT}.\tag{18}$$

With $S=0.05$ m³/s, the worked example at 2.0 mPa has $3.56\times10^{17}$ molecules per second going to the target, $1.852\times10^{18}$ to the collector and $2.4\times10^{16}$ to the pump. The sum is $Q=2.232\times10^{18}$ s$^{-1}$, of which the pump takes about 1 %.

### 13. One supply, three steady films

The uptake is a product of two factors that respond to pressure in opposite ways. The compound fraction $\theta_c$ rises. The delivery of metal atoms,

$$A_c(F_m+F_c)=A_t\left[s_m-(s_m-s_c)\theta_t\right],\tag{19}$$

falls if $s_m>s_c$, because the target becomes covered with material that sputters more slowly. As $p\to\infty$, both fractions tend to 1 and $U$ tends to $\tfrac b2A_ts_c$. In the example this limit is $0.5\times0.01\times1.872\times10^{20}=9.4\times10^{17}$ s$^{-1}$. At 2.0 mPa the uptake is already $2.21\times10^{18}$ s$^{-1}$, so it must fall somewhere above that pressure. If the pump term rises too slowly to compensate, $Q(p)$ has a falling stretch, and one supply can belong to several pressures.

This happens in the example. The supply $Q=2.232\times10^{18}$ s$^{-1}$ is compatible with three steady states:

| $p$ (mPa) | $\theta_t$ | $\theta_c$ |
|---:|---:|---:|
| 2.00 | 0.380 | 0.678 |
| 4.67 | 0.589 | 0.879 |
| 97.3 | 0.968 | 0.9995 |

In the third state the pump removes $2.414\times10^{16}\times97.33/2.000=1.17\times10^{18}$ molecules per second, more than half of the supply. By (19), the target then delivers

$$0.01\times(9.362\times0.0324+1.872\times0.9676)\times10^{20}=2.11\times10^{18}$$

metal atoms per second, against $0.1\times6.513\times10^{19}=6.51\times10^{18}$ in the first state. The film is almost entirely compound, but it grows at about one third of the rate, counted in metal atoms. The assumptions of section 2 are weakest in this state. Near 0.1 Pa the mean free path in the reactive gas alone is only several centimetres, and ions of the reactive gas would share in bombarding the target. Return of sputtered material, implantation and changed yields would therefore shift these numbers in a real chamber.

The target and collector balances together thus fix the composition for a given partial pressure, but the supply flow alone may not. Within the model, either of two conditions removes the ambiguity. If $Y_m\le Y_c$, both factors in (17) rise or stay constant with pressure, so $Q(p)$ rises and each supply has one steady state. If the pump is fast enough for $S/(kT)$ to exceed the steepest fall of $U$ with $p$, then $Q(p)$ rises everywhere as well.

### 14. Which of the three states is reached

Stability at fixed arrivals, shown in section 6, does not settle this question, because the pressure now responds to the surfaces. For a chamber of volume $V$ and surfaces with $N_s$ sites per area, the equations in time are

$$\frac{dp}{dt}=\frac{kT}{V}\left[Q-A_t\alpha_tF(1-\theta_t)-A_c\alpha_cF(1-\theta_c)-\frac{pS}{kT}\right],$$

$$N_s\frac{d\theta_t}{dt}=u(1-\theta_t)-s_c\theta_t,\tag{20}$$

$$N_s\frac{d\theta_c}{dt}=(F_c+G)(1-\theta_c)-F_m\theta_c ,$$

where $Q$ is now the constant supply.

In each equation, raising either of the other two variables never lowers the rate of change. More compound on a surface means less gas uptake, and so a faster rise of $p$. A higher $p$ speeds up conversion on both surfaces. A larger $\theta_t$ sends more compound and less metal to the collector. It follows that two solutions that start in order, with all three variables of one at or below those of the other, stay in order: if they meet in one variable, the rates at that moment do not let them cross.

Start with clean surfaces and $p=0$. No variable can fall below its starting value, so the solution at a slightly later time lies at or above the initial state. By the ordering, it stays at or above the original solution at all times, which means that all three variables never decrease. Nor can they pass the lowest steady state, which is itself a solution lying above the start. They therefore settle at the lowest steady state. The same argument in reverse applies to a start with both surfaces fully compound and $p=1$ Pa. There the pump removes more gas than is supplied, no variable rises at first, and the solution descends to the highest steady state.

Numerical integration over 300 s, with $V=0.1$ m³ and $N_s=10^{19}$ m$^{-2}$, tested these two end states. The clean start ended at 2.00 mPa with $\theta_c=0.678$, and the covered start at 97.3 mPa with $\theta_c=0.9995$. The supply was the same in both runs, so the starting state decided which film was grown. That state includes the pressure as well as the surfaces. The two runs differed in both, so they do not show the effect of either one alone.

The middle state lies where $Q(p)$ falls through the supply value. Its instability follows from the determinant of the $3\times3$ matrix of derivatives of the rates in (20), with the variables in the order $p,\theta_t,\theta_c$. To the first column add $d\theta_t/dp$ times the second and $d\theta_c/dp$ times the third, with these derivatives taken along the steady surface states. This leaves the determinant unchanged. The two lower entries of the first column become zero, because the surfaces remain steady along that path, and the top entry becomes $-(kT/V)\,dQ/dp$, with $Q(p)$ from (18). The remaining $2\times2$ block is triangular, since $\theta_t$ does not depend on $\theta_c$, and its diagonal entries are $-(u+s_c)/N_s$ and $-(F_m+F_c+G)/N_s$. Therefore

$$\det=-\frac{kT}{V}\,\frac{dQ}{dp}\;\frac{(u+s_c)(F_m+F_c+G)}{N_s^2}.\tag{21}$$

Where $dQ/dp<0$, the determinant is positive. It is the product of the three growth rates of small disturbances. If none had a positive real part, the product would be negative or zero, since a complex pair contributes a factor that is not negative. At least one disturbance therefore grows, and a steady state on the falling stretch cannot be held by a constant supply. It could be held if the partial pressure itself were kept fixed, because the surface equations are then stable on their own: $\theta_t$ relaxes to its steady value, and $\theta_c$ follows.

The numerical output below lists the rates, the simulated fractions and the steady states used in these notes.

## Numbers as computed

```
gas: mass 28 u, T 300 K, p 2.0 mPa, b 1
ion current density 100 A/m^2, Y_m 1.5, Y_c 0.3
target area 0.01 m^2, collector 0.1 m^2
sticking: target 1.0, collector 1.0
ion flux J/e           6.2415e+20 m^-2 s^-1
s_m                    9.3623e+20 m^-2 s^-1
s_c                    1.8725e+20 m^-2 s^-1
gas impingement F      5.7496e+19 m^-2 s^-1
F by quadrature        5.7496e+19 m^-2 s^-1
u (target conversion)  1.1499e+20 m^-2 s^-1
G (collector conv.)    1.1499e+20 m^-2 s^-1
theta_t                0.3805
F_m                    5.8002e+19 m^-2 s^-1
F_c                    7.1241e+18 m^-2 s^-1
F_m + F_c              6.5126e+19 m^-2 s^-1
F_m + F_c + G          1.8012e+20 m^-2 s^-1
theta_c                0.6780 = 0.0396 (F_c) + 0.6384 (G)
gas really bound, G(1-theta_c) 3.7030e+19 m^-2 s^-1
plain sum (F_c+G)/(F_m+F_c) 1.875 (impossible)
simulation, main collector: theta_t 0.382, theta_c 0.679
   film: buried 0.678, from delivered atoms 0.678
simulation, small collector: theta_t 0.381, theta_c 0.243
   film: buried 0.243, from delivered atoms 0.243
small collector: 0.02 m^2, sticking 0.5, theta_t 0.3805, theta_c 0.2430
richness measure: main 16.141, small 1.614, threshold 4.000
pressure table (main collector): p/mPa, theta_t, theta_c
    0.5  0.1331  0.2779
    1.0  0.2349  0.4635
    2.0  0.3805  0.6780
    4.0  0.5512  0.8512
    8.0  0.7107  0.9459
pumping speed 0.05 m^3/s
gas to target          3.5620e+17 molecules/s
gas to collector       1.8515e+18 molecules/s
gas to pump            2.4143e+16 molecules/s
supply flow Q          2.2318e+18 molecules/s
steady states at this Q: p/mPa, theta_t, theta_c
     2.000  0.3805  0.6780
     4.670  0.5892  0.8790
    97.331  0.9676  0.9995
time runs (volume 0.1 m^3, N_s 1e+19 m^-2, 300 s):
   from clean surfaces, p = 0: p 2.000 mPa, theta_c 0.6780
   from full compound, p = 1 Pa: p 97.331 mPa, theta_c 0.9995
```
